# Absorption current from electrode tunnelling into uniformly distributed insulator traps

To turn a measured absorption current into a trap density, one must decide how much charge the ammeter records when one electron tunnels from an electrode into the insulator. Counting a full electronic charge gives a current that falls as $1/t$. At fixed voltage the recorded charge is smaller, because the electron crosses only part of the gap, and it grows slowly as deeper traps fill. For the 20 nm film worked out below, counting full charges makes the inferred density too small by a factor of about seven at 1 s. The same decision fixes the law used to extrapolate the current: $\ln(\nu t)/t$ instead of $1/t$.

## The model and its conditions

An insulator of uniform permittivity $\varepsilon$ lies between a cathode at $x=0$ and an anode at $x=L$. The electrodes are alike, so there is no field before the voltage $V$ is applied at $t=0$. From then on $V$ is fixed and the mean field is $F=V/L$. Here $q>0$ is the elementary charge, and $F$ denotes the size of the field, which points from anode to cathode.

The traps have density $N$ per unit volume and one energy, $E_d$ below the conduction band. At zero voltage this level lies $\Delta$ above the Fermi level, with $\Delta$ several times $k_BT$, so the traps start almost empty. The field lowers the level at depth $x$ by $qFx$. Relative to the cathode Fermi level it is then at $\Delta-qFx$, and traps fill only beyond

$$x_0=\frac{\Delta}{qF}.$$

This condition is needed: uniform density in space does not by itself make a trap available. Near the anode the level lies $\Delta+qF(L-x)$ above the anode Fermi level, so the anode does not fill traps.

An electron at the trap's energy sees a barrier of height $E_d$, if the tilt of the barrier is neglected. With effective mass $m$, its wave function obeys $\psi''=(2mE_d/\hbar^2)\psi$. The solution decaying from the metal is $\psi\propto e^{-\kappa x}$ with $\kappa=\sqrt{2mE_d}/\hbar$. By the golden rule the transition rate is proportional to the squared matrix element, hence to the squared amplitude at the trap:

$$w(x)=\nu e^{-2\kappa x}.$$

The constant $\nu$ absorbs all prefactors, whose slower dependence on $x$ is neglected. Each trap holds one electron, return to the cathode is neglected for $x>x_0$, and traps do not exchange electrons. The filled fraction $f$ obeys $\partial f/\partial t=w(1-f)$ with $f=0$ at the start, so

$$f(x,t)=1-\exp\!\left(-\nu t\,e^{-2\kappa x}\right).$$

## First derivation: a moving front and Poisson's equation

The filled fraction changes from nearly one to nearly zero around the depth where $w(x)t=1$. Taking logarithms gives

$$x_f(t)=\frac{\ln(\nu t)}{2\kappa}.$$

Each decade of time moves this front by the same distance, $\ln 10/(2\kappa)$, because each equal step in depth multiplies the waiting time by the same factor.

The front also keeps its width. Put $u=\nu t e^{-2\kappa x}$, so that $f=1-e^{-u}$. Then $f=0.9$ at $u=\ln10$, and $f=0.1$ at $u=\ln(10/9)$. Since $x=[\ln(\nu t)-\ln u]/(2\kappa)$, these depths differ by

$$\frac{1}{2\kappa}\ln\frac{\ln 10}{\ln(10/9)}\approx\frac{3.08}{2\kappa}.$$

This does not depend on time. When $\ln(\nu t)$ is much larger than 3, the profile may be replaced by a step: trapped-electron density $n=N$ for $x_0<x<x_f$, and $n=0$ elsewhere.

The external current follows from the electrostatics. Let $\phi$ rise from 0 at the cathode to $V$ at the anode, and let $F(x)=d\phi/dx$ be the local field. The charge density is $-qn$, so Poisson's equation gives $dF/dx=qn/\varepsilon$ and

$$F(x)=F(0)+\frac{q}{\varepsilon}\int_0^x n(x')\,dx'.$$

Integrate over the gap and exchange the order of integration. A charge at $x'$ contributes over the remaining length $L-x'$, hence

$$V=F(0)L+\frac{q}{\varepsilon}\int_0^L(L-x')n(x')\,dx'.$$

Solving for $F(0)$, and adding the full trapped charge to reach the anode, gives

$$F(0)=\frac VL-\frac q\varepsilon\int_0^L\left(1-\frac xL\right)n\,dx,$$

$$F(L)=\frac VL+\frac q\varepsilon\int_0^L\frac xL\,n\,dx.$$

No electrons cross the anode surface in this model. The current there is purely displacement current, $J=\varepsilon\,dF(L)/dt$, so

$$J=\frac qL\frac{d}{dt}\int_0^L x\,n(x,t)\,dx.$$

The permittivity has cancelled. The sign is positive: filling adds positive charge to the anode, in the same sense as the initial charging current. For the step profile the integral is $N(x_f^2-x_0^2)/2$. Since $x_0$ is constant,

$$J=\frac{qN}{L}x_f\frac{dx_f}{dt}
=\frac{qN}{L}\,\frac{\ln(\nu t)}{2\kappa}\,\frac{1}{2\kappa t}
=\frac{qN}{4\kappa^2L}\,\frac{\ln(\nu t)}{t}.$$

The cathode gives the same answer in a more revealing way. Electrons tunnel out of it at the current density $j_c=qN\,dx_f/dt=qN/(2\kappa t)$, with no logarithm. The falling cathode field contributes the displacement current $-j_c(1-x_f/L)$. Their sum is $j_cx_f/L$. The front's speed supplies the $1/t$, and its distance from the cathode supplies the logarithm.

## Second derivation: one trap at a time

The second route uses neither a front nor the field profile. It asks what charge one tunnelling event sends through the circuit, then averages over waiting times.

Consider two electrostatic states of the same capacitor. In the first, a charge $-q$ sits at depth $x$, both electrodes are at zero potential, and the anode carries an induced charge $Q_a$. In the second, there is no charge in the insulator and the anode is at potential $V_1$, so the potential is $\phi'=V_1x/L$. For any two such states, with charge densities $\rho$ and $\rho'$ that include the electrode charges,

$$\int\rho\,\phi'\,d^3r=\int\varepsilon\nabla\phi\cdot\nabla\phi'\,d^3r=\int\rho'\phi\,d^3r,$$

by integration by parts, with fringe fields neglected. The right side vanishes, because the charges of the second state lie on electrodes where $\phi=0$. The left side is $Q_aV_1-qV_1x/L$. Therefore

$$Q_a=\frac{qx}{L}.$$

A fixed applied voltage adds a constant electrode charge, by linearity. An electron that jumps from the cathode to depth $x$ thus sends $qx/L$ through the external circuit.

A trap at $x$ captures its electron between $t$ and $t+dt$ with probability $w e^{-wt}dt$. Per unit area there are $N\,dx$ traps in a layer $dx$. Ignoring the dead zone for the moment, the mean current density is

$$J=\frac{qN}{L}\int_0^L x\,w(x)e^{-w(x)t}\,dx.$$

Write $T=\nu t$ and again $u=Te^{-2\kappa x}$. Then $w=u/t$, $x=(\ln T-\ln u)/(2\kappa)$ and $dx=-du/(2\kappa u)$. The limit $x=0$ becomes $u=T$. The limit $x=L$ becomes $u=Te^{-2\kappa L}$, which is replaced by zero as long as the anode is far beyond the front. The minus sign reverses the limits, and the factors $u$ cancel:

$$J=\frac{qN}{4\kappa^2Lt}\int_0^T(\ln T-\ln u)e^{-u}\,du.$$

For $T\gg1$ the upper limit may be moved to infinity with an exponentially small error. Using $\int_0^\infty e^{-u}du=1$ and $\int_0^\infty e^{-u}\ln u\,du=-\gamma$, where $\gamma=0.577$ is Euler's constant, one finds

$$J(t)=\frac{qN}{4\kappa^2L}\,\frac{\ln(\nu t)+\gamma}{t}.$$

This is the first result with its additive constant determined.

The integral also covers early times. Integrate by parts with $1-e^{-u}$ as the antiderivative of $e^{-u}$. The boundary term vanishes at $u=T$, where the logarithms cancel, and at $u=0$, where it behaves as $u\ln u$. What remains is

$$\int_0^T(\ln T-\ln u)e^{-u}du=\int_0^T\frac{1-e^{-u}}u\,du.$$

For $T\ll1$ the integrand on the right is nearly one and the integral is nearly $T$. Without a dead zone the current therefore starts at the constant value $qN\nu/(4\kappa^2L)$. The logarithmic law holds only at late times, so its divergence at $t=0$ has no physical meaning.

The dead zone replaces the upper limit $T$ by $T_0=\nu t e^{-2\kappa x_0}$. In the missing interval, $\ln T-\ln u$ is at most $2\kappa x_0$, so the missing part of the integral is less than $2\kappa x_0e^{-T_0}$. Once the front has passed $x_0$, the absent traps no longer matter, because they would have filled long before.

## What each derivation assumes

Both rest on fixed voltage, plane electrodes, a uniform linear dielectric and independent traps of one energy. They differ in what they need from the kinetics.

The first needs a narrow front, and its result is the leading logarithm. It does not need a strictly exponential rate. If $w=\nu e^{-S(x)}$ with $S$ increasing and nearly linear across the front, then $S(x_f)=\ln(\nu t)$ and $dx_f/dt=1/[S'(x_f)t]$. The current becomes $qNx_f/[LS'(x_f)t]$, which is convenient for a tilted barrier.

The second needs the explicit rate and random, memoryless capture. In return it gives the constant $\gamma$ and the early current.

The two can be joined without approximating the profile. Since $f$ depends on $t$ and $x$ only through $u$, it obeys $t\,\partial f/\partial t=-(1/2\kappa)\,\partial f/\partial x$. Taking $x_0=0$ and a distant anode, integration by parts gives

$$\int x\frac{\partial f}{\partial t}dx=-\frac1{2\kappa t}\int x\frac{\partial f}{\partial x}dx=\frac{1}{2\kappa t}\int f\,dx.$$

The last integral is the depth $X$ of a step holding the same number of electrons. With $dx=-du/(2\kappa u)$ it equals $(1/2\kappa)\int_0^T(1-e^{-u})du/u$, so at late times

$$X(t)=\frac{\ln(\nu t)+\gamma}{2\kappa},\qquad J=\frac{qN}{2\kappa t}\,\frac{X}{L}.$$

The first derivation becomes as accurate as the second if its step is placed at $X$ instead of $x_f$.

## Numbers for a thin alumina capacitor

Take $L=20$ nm, $V=2$ V, a temperature of 300 K, $N=10^{18}$ cm$^{-3}$, $E_d=2.6$ eV, $\Delta=0.15$ eV, $m=0.4$ electron masses and $\nu=10^{13}$ s$^{-1}$. These are rough values in the regime of amorphous alumina with aluminium electrodes. They give $\kappa=5.225$ nm$^{-1}$ and $1/(2\kappa)=0.0957$ nm. The field is 0.1 V/nm, or 1 MV/cm, so $x_0=0.15/0.1=1.5$ nm. The front passes that depth at $e^{2\kappa x_0}/\nu=0.64$ µs.

At 1 s, $\ln(\nu t)+\gamma=29.93+0.58=30.51$, and $X=30.51\times0.0957=2.92$ nm. The prefactor $qN/(4\kappa^2L)$ is $7.34\times10^{-12}$ C/cm$^2$, so $J=7.34\times10^{-12}\times30.51=2.24\times10^{-10}$ A/cm$^2$. The cathode tunnelling current is $1.53\times10^{-9}$ A/cm$^2$. Their ratio is $X/L=0.146$, the origin of the factor of seven in the opening.

| $t$ (s) | $X$ (nm) | $J$ (A/cm$^2$) | $d\ln J/d\ln t$ |
|---|---|---|---|
| $10^{-2}$ | 2.48 | $1.90\times10^{-8}$ | −0.961 |
| $1$ | 2.92 | $2.24\times10^{-10}$ | −0.967 |
| $10^{2}$ | 3.36 | $2.58\times10^{-12}$ | −0.972 |
| $10^{4}$ | 3.80 | $2.91\times10^{-14}$ | −0.975 |

The slope is $-1+1/[\ln(\nu t)+\gamma]$, from differentiating $\ln J$. It changes so little that a power law with exponent near −0.97 would describe these six decades closely. Yet $tJ$ grows by the factor $3.80/2.48=1.53$, which a pure $1/t$ extrapolation misses.

Because $dX=dt/(2\kappa t)$, the current can be written $J\,dt=(qN/L)X\,dX$. The charge passed between two late times is $qN(X_2^2-X_1^2)/(2L)$. From 1 s to 1000 s the front advances three steps of 0.220 nm, to 3.58 nm, and the charge is 1.72 nC/cm$^2$. The capacitor's own charge $\varepsilon V/L$, with relative permittivity 9, is 797 nC/cm$^2$.

## How far the neglected effects move the result

At the trap's energy, the barrier is $E_d$ at the trap but $E_d+qFx$ at the cathode. The exponent is therefore $S(x)=(2/\hbar)\int_0^x\sqrt{2m(E_d+qFs)}\,ds$. To first order in the field, $S=2\kappa x[1+qFx/(4E_d)]$. This lowers $x_f$ by the fraction $qFX/(4E_d)$ and raises $S'$ by $qFX/(2E_d)$. At 1 s, $qFX=0.292$ eV, and the two fractions add to a reduction of about 8 % in $J$. Numerical integration over the traps with the full $S(x)$ gives 7.6 %.

Finite temperature leaves some reached traps empty and some traps initially full. With two spin states for the captured electron, the initial occupation is $1/(1+\tfrac12e^{\Delta/k_BT})=0.006$. Let $p$ be the cathode's Fermi occupation at the trap level. Capture then has rate $wp$ and return to the cathode $w(1-p)/2$. Integrating the resulting change of occupation over depth lowers $J$ by somewhat under 1 % at 1 s. This counts exchange with the cathode only. Near the anode, the fraction 0.006 of traps that start full empties into the anode. Each such electron also moves toward the anode, so this adds about 0.6 % to $J$ and nearly cancels the reduction. Tilt and cathode-side occupation together, without this addition, lower $J$ by 8 % at 0.01 s and 10 % at $10^4$ s.

The trapped charge at 1 s is $qN(X-x_0)\approx23$ nC/cm$^2$. By the formulas for $F(0)$ and $F(L)$, it lowers the cathode field by 2.5 % and raises the anode field by 0.3 %. As this charge grows, the falling cathode field moves $x_0$ outward, and the traps it passes return their electrons to the cathode. For a sharp edge at $x_0$ this lowers $J$ by about 1.4 % at 1 s. Electrons might also reach a deep trap through a neighbour. Suppose that hops between traps follow the same rate law as tunnelling from the cathode. A trap at depth $z$ beyond the front is then reached if a filled trap lies within a distance $X$ of it. Such filled traps lie in a spherical cap of height $h=2X-z$ and volume $\pi h^2(3X-h)/3$. For small $N$ and without the dead zone, weighting by $z$ and integrating from $X$ to $2X$ adds $(19\pi/60)N^2X^5$ to the direct term $NX^2/2$. The ratio of their derivatives with respect to $X$ is the relative rise of the current, $(19\pi/12)NX^3\approx0.12$ at 1 s. The dead zone and the gradual edge of the front reduce this slightly, so single relays could raise $J$ by about 11 %, more than the tilt lowers it. Chains of several relays add roughly one further percentage point. The estimates for the cathode field and for relays both grow in proportion to $N$ at fixed front position. Scaled to $10^{19}$ cm$^{-3}$ with $x_0$ held fixed, they would be about 25 % and over 100 %, and independent filling in a fixed field would no longer be a sound model.

The prefactor $\nu$ is poorly known, but a tenfold increase raises $J$ at 1 s by only 7.5 %; a value of $10^{9}$ s$^{-1}$ would lower it by 30 %. The decay constant matters more, since $J\propto1/\kappa^2\propto1/(mE_d)$. A tunnelling mass of 0.2 instead of 0.4 doubles $J$. The parabolic form of $\kappa$ is also doubtful 2.6 eV deep in the gap: the two-band form $\kappa\sqrt{1-E_d/E_g}$ with a gap $E_g$ of 7 eV raises $J$ by about 60 %. A density inferred from $J$ is therefore no better known than $\kappa^2$. The front stays far from the anode: it would need about $10^{32}$ s to reach mid-gap without the barrier tilt, and longer with it. The field is also about one eighth of a rough breakdown field of 8 MV/cm.

In an amorphous film the trap energies may be spread instead of single. Suppose that there are $g$ traps per unit volume and energy, spread evenly from the Fermi level upward over a range wider than $qFX$, so that they start empty apart from thermal occupation. The field brings $g\,qFx$ of them below the cathode Fermi level at depth $x$. This replaces $N$ in the trap sum and adds one factor of $x$. With the same $\kappa$ for all, and $\int_0^\infty e^{-u}\ln^2u\,du=\gamma^2+\pi^2/6$,

$$J=\frac{q^2gF}{8\kappa^3Lt}\left\{[\ln(\nu t)+\gamma]^2+\frac{\pi^2}{6}\right\}.$$

The current now varies as $\ln^2(\nu t)/t$ to leading order. Compared with the single level, it is smaller by nearly the factor $g\,qFX/N$. If the same $10^{18}$ cm$^{-3}$ traps cover 1 eV above the Fermi level, that factor is 0.29 at 1 s. The formula is the low-temperature limit. At 300 K, with two spin states as above, the cathode part is 4 % smaller, and traps that start thermally filled and empty into the anode add nearly 10 % of the formula's value. If traps of the same density $g$ also extend more than $qFX$ below the Fermi level, these start full. At depth $x$ near the anode the field lifts $g\,qF(L-x)$ of them above the anode Fermi level, and they empty into the anode. With the same rate law this is the mirror image of filling at the cathode, and it doubles the current; with the halved return rate used above, the anode part is about 4 % smaller than the cathode part. At $10^{18}$ cm$^{-3}$ the energy distribution can therefore matter more than the other corrections estimated here.

A real oxide may also show slow polarization of the material itself, which this model omits. Thickness helps to separate the two. At fixed field and time, the single-level trap current varies as $1/L$, whereas the current density of a uniform bulk polarization does not depend on $L$. This comparison requires films with the same traps and interfaces, and a front far from the anode.

All numerical values are calculated from the stated model.
